# The discretised electric enthalpy and the critical field of its minimum, part 2

A one-dimensional crystal of period $a$ has $M$ filled bands of one spin, electron charge $-e$ with $e>0$, a fixed Hamiltonian and a uniform field $\mathcal E>0$ along $+x$. The trial states are periodic over $L=Na$, with $N$ points $k_j=j\,\Delta k$, $\Delta k=2\pi/(Na)$. The energy $\kappa=e\mathcal EL/2\pi$ measures the field.

At $k_j$ the Hamiltonian is $H_j$, and the columns of $U_j$ and $V_j$ are the filled and empty states ($u_j$ for a single filled state). Neighbours define $S_j=U_j^\dagger U_{j+1}$, $A_j=V_j^\dagger U_{j+1}$, $B_j=U_j^\dagger V_{j+1}$, $W_j=V_j^\dagger V_{j+1}$, $G_j=(W_j^\dagger)^{-1}$ and the unitary matrix

$$Y_j=\begin{pmatrix}S_j&B_j\\A_j&W_j\end{pmatrix}.$$

The enthalpy per cell $F$ is followed continuously, and states with some $\det S_j=0$ are excluded:

$$NF=\sum_j\mathrm{Tr}\,(U_j^\dagger H_jU_j)-\kappa\,\mathrm{Im}\ln\prod_j\det S_j .$$

**From (c).** For $\delta U_j=V_jC_j$, a state is stationary when every $g_j=0$, where

$$g_j=V_j^\dagger\left[H_jU_j-\frac{\kappa}{2i}\left(U_{j+1}S_j^{-1}-U_{j-1}(S_{j-1}^\dagger)^{-1}\right)\right].$$

With band energies $\varepsilon_n$ (filled), $\varepsilon_c$ (empty) and $d_{cn}=\langle u_c|i\partial_ku_n\rangle$, a weak field displaces the summed position of the electrons of one cell by

$$\delta\bar x=-\frac{2e\mathcal E}{N}\sum_j\sum_{c,n}\frac{|d_{cn}|^2}{\varepsilon_c-\varepsilon_n}.$$

**From (d).** With $h^v_j=V_j^\dagger H_jV_j$ and $h^o_j=U_j^\dagger H_jU_j$, the second-order change of $NF$ is

$$Q=\sum_j\left[\mathrm{Tr}\,C_j^\dagger h^v_jC_j-\mathrm{Tr}\,C_j^\dagger C_jh^o_j\right]-\kappa\,\mathrm{Im}\sum_jT_j,$$

$$T_j=\mathrm{Tr}\,S_j^{-1}C_j^\dagger G_jC_{j+1}-\tfrac12\mathrm{Tr}\,(S_j^{-1}C_j^\dagger A_j)^2-\tfrac12\mathrm{Tr}\,(S_j^{-1}B_jC_{j+1})^2 .$$

A stationary state is a minimum if $Q>0$ for all nonzero $C_j$. Eigenvalues of $Q$ are per unit $\sum_j\mathrm{Tr}\,C_j^\dagger C_j$. At $\mathcal E_c$, where $\kappa=\kappa_c$, the minimum that grows out of the field-free ground state ceases to be one.

**From (e).** Each cell holds two levels at the same position, with energies $\mp\Delta/2$, no hopping and no dipole between them. The filled state is $u_j=(1,0)$, and $Q$ has eigenvalues

$$\lambda_m=\Delta-\kappa\sin\frac{2\pi m}{N}=\Delta-e\mathcal E\,\frac{L}{2\pi}\sin\frac{2\pi\,ma}{L}.$$

The sine term replaces the distance $ma$ and is at most $L/2\pi$. If $N$ is divisible by 4, $\kappa_c=\Delta$ and

$$\mathcal E_c=\frac{2\pi\Delta}{eNa}.$$

For $\Delta=2$ eV and $N=6$, $\kappa_c=2.31$ eV.

**Problem (f).** In the same chain, with $N$ divisible by 4, where does a state go once the minimum is lost?

**Solution.** Consider for $0\le s\le1$ the states

$$u_j(s)=\left(\sqrt{1-s},\ \sqrt s\,i^{\,j}\right).$$

Every link has the overlap $1-s+is$, whose phase $\theta$ obeys $\tan\theta=s/(1-s)$. Hence

$$\frac{d\theta}{ds}=\frac{(1-s)+s}{(1-s)^2+s^2}=\frac{1}{1-2s(1-s)}\ \ge 1 .$$

Measured from its starting value, the enthalpy per cell is $\Delta s-\kappa\theta(s)$, with slope $\Delta-\kappa\,d\theta/ds\le\Delta-\kappa$. For $\kappa>\Delta$ it falls all the way to $s=1$, where every electron is in the upper level.

Continue with $u_j(s)=(\sqrt s\,(-1)^j,\ \sqrt{1-s}\,i^{\,j})$, again for $s$ from 0 to 1. The overlap is now $-s+i(1-s)=i(1-s+is)$, so the phase goes on growing from $\pi/2$, while the band energy falls by $\Delta$. The slope is $-\Delta-\kappa\,d\theta/ds<0$. The path ends at $(-1)^j(1,0)$, which is the initial state up to a phase. Along both parts the overlap has squared modulus at least $1/2$, so no excluded state is met.

The band energy has returned to its first value and each link phase has grown by $\pi$. The enthalpy per cell has fallen by

$$\pi\kappa=\tfrac12Ne\mathcal Ea .$$

The circuit can be repeated without end. This shows that in this chain $F$ is unbounded below at every nonzero field. What a weak field leaves is a local minimum behind a barrier, and above $\mathcal E_c$ this path has no barrier. For $\Delta=2$ eV and $N=8$, at $1.05\,\mathcal E_c$ one circuit lowers $F$ by $6.60$ eV per cell, whereas at $0.95\,\mathcal E_c$ the path first climbs by $0.0013$ eV per cell.

### (g) Now let the bands be general, with smallest direct gap $\Delta=\min_k(\varepsilon_{M+1}-\varepsilon_M)$ and $H$ smooth in $k$. What happens to the minimum as $N\to\infty$ at fixed $\kappa$?

**Solution.** Fixed $\kappa$ means a field that falls as $1/N$.

*Survival for $\kappa<\Delta$.* At the field-free filled states, with bases chosen smoothly from one point to the next, $A_j$ and $B_j$ are $O(1/N)$, while $S_j$ and $W_j$ are unitary up to $O(1/N^2)$. The band part of $Q$ is $\sum(\varepsilon_c-\varepsilon_n)|C_{cn}|^2\ge\Delta\sum_j\|C_j\|^2$, where $\|C_j\|^2=\mathrm{Tr}\,C_j^\dagger C_j$. The coupling between neighbours is at most $\|C_j\|\,\|C_{j+1}\|\le\frac12(\|C_j\|^2+\|C_{j+1}\|^2)$, times $1+O(1/N)$. Summing over $j$,

$$Q\ \ge\ \left[\Delta-\kappa-O(1/N)\right]\sum_j\|C_j\|^2 .$$

These states are not quite stationary. By (c) each $g_j$ is $O(1/N)$, so $(\sum_j\|g_j\|^2)^{1/2}=O(N^{-1/2})$. The form $Q$ is bounded away from zero, and because $F$ couples only neighbouring points, $Q$ changes by no more than a constant times the largest $\|C_j\|$ when the states are moved. Newton's iteration is then a contraction, and it leads to a stationary state at a total distance $O(N^{-1/2})$, where $Q$ is still positive. This holds uniformly for $\kappa$ from zero up to any value below $\Delta$, so the state found is the minimum that started at zero field.

*Softening.* Let $k_0$ be the position of the smallest gap. Near it choose smooth unit vectors $v(k)$ in the filled subspace and $c(k)$ in the empty one, equal at $k_0$ to the highest filled and the lowest empty state. Take

$$C_j=f_j\,i^{\,j}\,|c_j\rangle\langle v_j| ,$$

with $f_j$ real, smooth and zero outside a narrow window around $k_0$. The factor $i^{\,j}$ turns each product of neighbours into $i f_jf_{j+1}$, so its imaginary part is as large as it can be. Since $\sum_jf_jf_{j+1}=\sum_jf_j^2-\frac12\sum_j(f_{j+1}-f_j)^2$, the last sum being negligible for large $N$,

$$\frac{Q}{\sum_jf_j^2}\ \to\ \Delta-\kappa ,$$

where $N\to\infty$ is taken first and the window is then made narrow.

The lowest eigenvalue of $Q$ at the minimum thus tends to $\Delta-\kappa$ for every $\kappa<\Delta$. For $\kappa>\Delta$ the same trial amplitudes give $Q<0$ at every state close to the field-free one at each $k_j$, so no minimum is left in that neighbourhood. If the continued minimum stays there, as it does below $\Delta$, then

$$N\,e\,a\,\mathcal E_c\ \to\ 2\pi\Delta .$$

The estimate "gap over $eNa$" has the right scaling, and the factor in front of it tends to $2\pi$. The gap is the direct one, because $C_j$ mixes states at one $k_j$ only. For two bands the proviso can be removed.

### (h) For one filled and one empty band, show that above a certain $\kappa$ no state at all is a local minimum.

**Solution.** Take any state, near the field-free one or not. The amplitudes are numbers $c_j$, and the coupling term in $T_j$ is $c_j^*c_{j+1}/(S_jW_j^*)$. Three facts hold.

1. $Y_j$ is a unitary $2\times2$ matrix, so $|S_j|=|W_j|\le1$ and the coupling factor has modulus at least 1.
2. The energies of the filled and the empty state add up to the trace of $H_j$, and both lie between the two band energies. Their difference is at most the gap $\Delta_j$ at $k_j$.
3. Multiplying all $c_j$ by $e^{i\phi}$ leaves the coupling terms alone and multiplies the terms in $c_j^{*2}$ and $c_{j+1}^2$ by $e^{\mp2i\phi}$. Their average over $\phi$ is zero, so some $\phi$ makes $Q$ no larger than its value without them.

Put $c_0=0$. The remaining points form an open chain, and along it the phases of the $c_j$ can be chosen one after another so that each coupling term is $i$ times a positive number. With $f_j=|c_j|$,

$$Q\ \le\ \sum_{j=1}^{N-1}\Delta_jf_j^2-\kappa\sum_{j=1}^{N-2}f_jf_{j+1}.$$

The right side does not refer to the state. It belongs to a tridiagonal matrix with diagonal $\Delta_j$ and off-diagonal elements $-\kappa/2$. Once $\kappa$ exceeds the value $\kappa_{\rm up}$ at which the lowest eigenvalue of this matrix crosses zero, every state has a direction with $Q<0$, and $F$ has no local minimum. Hence $\kappa_c\le\kappa_{\rm up}$ for every $N$. A smooth $f$ around $k_0$ shows that the limit of $\kappa_{\rm up}$ is not above $\Delta$. With the survival proved in (g), $\kappa_c\to\Delta$ follows for two bands without further assumption.

The table in part (j) agrees with the bound: $\kappa_c$ lies below $\kappa_{\rm up}$ for every $N$ listed.

### (i) Find the leading correction to $\kappa_c$ for large $N$.

**Solution.** Let the gap have a single minimum, $\Delta+\frac12gq^2$ with $q=k-k_0$, between non-degenerate states. In the trial form of (g) the envelope $f$ cannot be both narrow and flat. Replacing $f_{j+1}-f_j$ by $\Delta k\,f'(q)$, the form $Q$ becomes the expectation value of

$$\Delta-\kappa+\tfrac12gq^2+\tfrac12\kappa\,\Delta k^2\left(-\frac{d^2}{dq^2}\right).$$

This is a harmonic oscillator in $k$-space, with zero-point energy $\frac12\Delta k\sqrt{g\kappa}$. The lowest eigenvalue vanishes when $\kappa=\Delta+\frac12\Delta k\sqrt{g\kappa}$. To leading order $\kappa$ may be replaced by $\Delta$ under the root, and

$$\kappa_c\simeq\Delta+\frac{\pi}{Na}\sqrt{g\Delta}.$$

The terms left out are of order $N^{-2}$. They include the products of $A_j$ and $B_j$, the second-order effect of the field on the states, and the quartic part of the gap, since $q^2$ is of order $\Delta k$. This is an asymptotic argument and not a bound; the numbers below test it.

### (j) Evaluate the critical field for a Rice–Mele chain, and say what it means for a calculation.

**Solution.** Take $a=5$ Å, site energies $+0.6$ eV at position $0$ and $-0.6$ eV at $a/2$, and alternating hoppings: $1.2$ eV from the site at $0$ to the one at $+a/2$, and $0.4$ eV to the one at $-a/2$. The chain has no centre of inversion, so this orientation relative to the field along $+x$ matters. The gap is smallest at $ka=\pi$:

$$\Delta=2\sqrt{0.6^2+(1.2-0.4)^2}\ \text{eV}=2.00\ \text{eV},\qquad g/a^2=0.96\ \text{eV}.$$

For $N=32$ the law of (i) gives $\kappa_c\simeq2.00+\frac{\pi}{32}\sqrt{0.96\times2.00}=2.136$ eV, or $1.068\,\Delta$. Following the minimum numerically gives $1.038\,\Delta=2.076$ eV, so

$$\mathcal E_c=\frac{2\pi\times2.076}{32\times5}\ \text{V/Å}=0.0815\ \text{V/Å}=8.15\times10^{8}\ \text{V/m}.$$

| $N$ | $\mathcal E_c$ (V/Å) | $\kappa_c/\Delta$ | law (i) | $\kappa_{\rm up}/\Delta$ |
|---|---|---|---|---|
| 8 | 0.2358 | 0.751 | 1.272 | 1.257 |
| 16 | 0.1496 | 0.952 | 1.136 | 1.131 |
| 32 | 0.0815 | 1.038 | 1.068 | 1.067 |
| 64 | 0.0404 | 1.029 | 1.034 | 1.034 |
| 128 | 0.0199 | 1.016 | 1.017 | 1.017 |

From $N=64$ to $128$ the error of the law falls from $0.0103$ to $0.0025$ eV, a factor of 4.1, as a remainder of order $N^{-2}$ requires. The approach to the limit is not monotonic. On the two coarsest meshes the minimum is lost below $\kappa=\Delta$, and there the law is of no use. On coarse meshes $\kappa_c$ also depends on the direction of the field: with the field reversed, $\kappa_c/\Delta$ is $0.822$, $0.983$ and $1.042$ for $N=8$, $16$ and $32$, while the last two rows of that column keep the digits shown. The law is an expansion for large $N$, where the critical field is weak; for $N=8$ the critical field gives $e\mathcal E_ca=1.18$ eV, more than half the gap.

For $N=32$ the lowest eigenvalue of $Q$ falls from $2.00$ eV at zero field to $1.04$ eV at $0.5\,\mathcal E_c$ and $0.12$ eV at $0.95\,\mathcal E_c$. Meanwhile the electrons move little, by $-0.053$ Å and $-0.105$ Å. Up to $0.95\,\mathcal E_c$ the displacement therefore gives hardly any warning; the softening shows in $Q$. For $N=128$ the displacement per unit field tends to $-1.270$ Å$^2$/V as the field goes to zero, in agreement with the perturbation sum of (c). At $\kappa=0.2$ eV it is $-1.271$ Å$^2$/V, and $-1.268$ Å$^2$/V for the reversed field; the difference is the term quadratic in the field.

A three-band chain with two filled bands and a direct gap of $1.478$ eV tests the case of more than one filled band. Its sites lie at $0$, $a/3$ and $2a/3$ with energies $-2$, $0$ and $2$ eV. The matrix elements are $0.3$ eV between neighbours within the cell, $0.2$ eV from the third site to the first site of the next cell, and $-0.1$ and $+0.2$ eV from the second and the third site to their own images in the adjacent cells. For $N=64$, $\kappa_c=1.5225$ eV ($1.5223$ eV for the reversed field), and the law gives $1.5226$ eV.

The distance over which the field supplies the gap energy, the Zener length, is at the critical field

$$\frac{\Delta}{e\mathcal E_c}=\frac{L}{2\pi}\,\frac{\Delta}{\kappa_c}.$$

For $N=32$ this is $24.5$ Å, compared with $L/2\pi=25.5$ Å. For large $N$ the minimum exists as long as the Zener length exceeds about $L/2\pi$, the largest value of the sine that replaces the distance in (e). The ring itself is $2\pi$ times longer than this. At a given weak field the mesh therefore has a largest useful size, $N\approx2\pi\Delta/(e\mathcal Ea)$. At strong fields, where this number is small, the estimate can err either way: it is too generous in the first row of the table, and too strict for the chain of (e) with $N=6$. In the Rice–Mele chain a field of $0.02$ V/Å allows $N\approx2\pi\times2.00/(0.02\times5)\approx126$, in keeping with the last row of the table. The limit $N\to\infty$ cannot be taken at fixed field; the mesh must be fine enough to resolve the polarisation and coarse enough to keep the minimum.

In a self-consistent calculation the Hamiltonian depends on the density, which adds terms to $Q$ that are absent here. The limit $2\pi\Delta$ is derived for a fixed Hamiltonian, and in the self-consistent case it is an estimate.

## Table of computed values

```
Rice-Mele: a = 5.0 angstrom, site energy +-0.6 eV, hoppings 1.2, 0.4 eV
smallest direct gap = 2.0000 eV at k a = 3.1416 rad
gap curvature g/a^2 = 0.9600 eV
Critical field; ratios are N e a E_c / (2 pi gap), no unit
  N   E_c (V/angstrom)  gap/(eNa) (V/angstrom)  ratio   law    two-band bound
   8   0.23576           0.05000                 0.7505  1.2721  1.2572
  16   0.14958           0.02500                 0.9523  1.1360  1.1311
  32   0.08153           0.01250                 1.0381  1.0680  1.0668
  64   0.04040           0.00625                 1.0289  1.0340  1.0337
 128   0.01994           0.00312                 1.0158  1.0170  1.0169
error of law: N=64 1.03e-02 eV, N=128 2.49e-03 eV
N = 32: E/E_c, lowest Hessian eigenvalue (eV), displacement (angstrom)
  0.00   2.0000   -0.00000
  0.25   1.5433   -0.02619
  0.50   1.0438   -0.05320
  0.75   0.5341   -0.08129
  0.95   0.1202   -0.10485
N = 32: Zener length gap/(e E_c) = 24.530 angstrom; L/(2 pi) = 25.465 angstrom
displacement per field, N=128: -1.2712 angstrom^2/V
same, perturbation theory:     -1.2698 angstrom^2/V
random states above bound (N=16): 200 tried, highest lowest-eigenvalue = -8.515 eV
Flat chain, gap = 2.0 eV: kappa_c (eV) for N = 6, 8, 12: 2.3094, 2.0000, 2.0000
flat chain N=8, E = 1.05 E_c: e E a = 1.6493 eV, fall of F on closed path = 6.5973 eV per cell
flat chain N=8, E = 0.95 E_c: barrier on path = 0.00129 eV per cell
Three bands, two filled: direct gap = 1.4776 eV at k a = 3.1416 rad, g/a^2 = 0.5694 eV
  N = 32: kappa_c = 1.5660 eV, law = 1.5676 eV
  N = 64: kappa_c = 1.5225 eV, law = 1.5226 eV
```
